# ZORA from a singular Dirac metric and its four-component perturbation series: test program

```python
"""
Result under test: the Dirac problem H psi = E S(lam) psi, S = diag(1, lam),
is ZORA at lam = 0 and Dirac at lam = 1; its Taylor series in lam gives the
four-component perturbation corrections to ZORA.
Hartree atomic units, rest energy subtracted. P, Q: large and small radial
functions; kappa: Dirac angular number; N = <Q0|Q0>/<P0|P0> for ZORA;
E0, E1, ...: series coefficients; D = E2 - E0*N**2.
Potential: V(r) = -[1 + (Z-1) exp(-a r)]/r; a = 0 is the Coulomb field.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eig, eigh
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80.0
screening = 5.0
n_large, n_small, n_grid = 30, 36, 120


class RadialProblem:
    """Dirac matrix and separate quadrature form of the ZORA operator."""

    def __init__(self, kappa, a, zeta=60.0, nl=n_large, ns=n_small):
        self.nl, self.ns, self.zeta = nl, ns, zeta
        g = np.sqrt(kappa**2 - (Z / c)**2)
        self.x, self.w = roots_genlaguerre(n_grid, 2*g - 1)
        x, w = self.x, self.w
        r = x / (2*zeta)
        self.v = -(1 + (Z - 1)*np.exp(-a*r)) / r
        poly, slope = [], []
        for i in range(ns):
            norm = np.exp(0.5*(np.log(2*zeta) + gammaln(i + 1)
                               - gammaln(i + 2*g + 1)))
            poly.append(norm*eval_genlaguerre(i, 2*g, x))
            if i == 0:
                slope.append(np.zeros_like(x))
            else:
                slope.append(-norm*eval_genlaguerre(i - 1, 2*g + 1, x))
        self.p = np.array(poly)
        dp = np.array(slope)
        self.d = ((g + kappa)*self.p - x*self.p/2 + x*dp)[:nl]
        overlap = (self.p*(w*x/(2*zeta))) @ self.p.T
        assert np.max(np.abs(overlap - np.eye(ns))) < 1e-9
        vmat = (self.p*(w*x*self.v/(2*zeta))) @ self.p.T
        pi = (self.p*w) @ self.d.T
        self.H = np.block([[vmat[:nl, :nl], c*pi.T],
                           [c*pi, vmat - 2*c**2*np.eye(ns)]])

    def small_weight(self, power, shift=0.0):
        """Matrix of (Pi f_i) c^2/(2c^2-V)^power (Pi f_j)."""
        gap = 2*c**2 - self.v - shift
        assert np.min(gap) > 0
        weight = self.w*2*self.zeta*c**2 / (self.x*gap**power)
        return (self.d*weight) @ self.d.T

    def zora(self, shift=0.0):
        p = self.p[:self.nl]
        v = (p*(self.w*self.x*(self.v + shift)/(2*self.zeta))) @ p.T
        return eigh(v + self.small_weight(1, shift))

    def metric(self, lam):
        return np.r_[np.ones(self.nl), lam*np.ones(self.ns)]

    def level(self, lam, radial_nodes):
        e, u = eigh(self.H, np.diag(self.metric(lam)))
        k = self.ns + radial_nodes
        return e[k], u[:, k], e[self.ns - 1]


def metric_series(prob, nodes, order=4):
    """Solve the four-component hierarchy with <P0|Pn> = 0."""
    nl, ns, H = prob.nl, prob.ns, prob.H
    X = np.linalg.solve(-H[nl:, nl:], H[nl:, :nl])
    e, u = eigh(H[:nl, :nl] + H[:nl, nl:] @ X)
    phi = u[:, nodes]
    psi, E = [np.r_[phi, X @ phi]], [e[nodes]]
    s0, s1 = prob.metric(0.0), 1 - prob.metric(0.0)
    border = s0*psi[0]
    A = np.block([[H - E[0]*np.diag(s0), border[:, None]],
                  [border[None, :], np.zeros((1, 1))]])
    for n in range(1, order + 1):
        E.append(-sum(E[k]*np.dot(psi[0][nl:], psi[n-1-k][nl:])
                      for k in range(n)))
        rhs = sum(E[k]*s0*psi[n-k] for k in range(1, n + 1))
        rhs = rhs + sum(E[k]*s1*psi[n-1-k] for k in range(n))
        psi.append(np.linalg.solve(A, np.r_[rhs, 0.0])[:-1])
    return np.array(E), psi


def contour_coefficients(prob, e0, norm_small, points=16):
    """Taylor coefficients from eigenvalues on the circle |lam| = 1."""
    values = []
    for k in range(points):
        lam = np.exp(2j*np.pi*k/points)
        ev = eig(prob.H / prob.metric(lam)[:, None], right=False)
        guess = e0/(1 + lam*norm_small)
        values.append(ev[np.argmin(np.abs(ev - guess))])
    return np.fft.fft(values).real / points


states = [("1s", -1, 0), ("2s", -1, 1), ("2p3/2", -2, 0)]
print(f"speed of light c = {c:.6f} a.u.; 2c^2 = {2*c*c:.3f} hartree")
print(f"model: Z = {Z:.0f}, screening a = {screening:.1f} bohr^-1")
print(f"basis: {n_large} large, {n_small} small radial functions")

# Pure Coulomb field: compare with Sommerfeld energies and geometric series.
for name, kappa, nodes in states:
    prob = RadialProblem(kappa, 0.0)
    g = np.sqrt(kappa**2 - (Z/c)**2)
    exact = c**2*(1/np.sqrt(1 + (Z/c/(nodes + g))**2) - 1)
    dirac = prob.level(1.0, nodes)[0]
    ez = prob.zora()[0][nodes]
    E, psi = metric_series(prob, nodes)
    N = np.dot(psi[0][n_large:], psi[0][n_large:])
    assert abs(dirac - exact) < 1e-6
    assert abs(ez - 2*c**2*exact/(2*c**2 + exact)) < 1e-6
    assert np.allclose(E, ez*(ez/(2*c**2))**np.arange(5), atol=1e-6, rtol=0)
    assert abs(E[0]/(1 + N) - exact) < 1e-6
    if name == "1s":
        print(f"Coulomb 1s Dirac = {dirac:.6f} hartree")
        print(f"Coulomb 1s ZORA = {ez:.6f} hartree")
        print(f"Coulomb 1s scaled ZORA = {E[0]/(1+N):.6f} hartree")
        print(f"Coulomb 1s series ratio E1/E0 = {E[1]/E[0]:.6f}")

# Screened field: no closed formula, all corrections can be nontrivial.
for name, kappa, nodes in states:
    prob = RadialProblem(kappa, screening)
    dirac, vec, _ = prob.level(1.0, nodes)
    ez_all, uz = prob.zora()
    ez = ez_all[nodes]
    E, psi = metric_series(prob, nodes)
    N = np.dot(psi[0][n_large:], psi[0][n_large:])

    # The singular-metric pencil has only the electronic finite branch.
    pair = eig(prob.H, np.diag(prob.metric(0.0)), right=False,
               homogeneous_eigvals=True)
    finite = np.abs(pair[1]) > 1e-13*np.abs(pair[0])
    assert np.count_nonzero(finite) == n_large
    finite_e = np.sort((pair[0][finite]/pair[1][finite]).real)
    assert abs(finite_e[nodes] - ez) < 1e-5
    assert abs(E[0] - ez) < 1e-6
    for lam in (1.0, 0.1, 0.01):
        assert prob.level(lam, nodes)[2] < -2*c**2/lam

    # A different basis must give the same physical levels.
    other = RadialProblem(kappa, screening, zeta=50.0, nl=34, ns=40)
    assert abs(other.level(1.0, nodes)[0] - dirac) < 1e-6
    assert abs(other.zora()[0][nodes] - ez) < 1e-6

    # Series coefficients against the complex-metric eigenvalue problem.
    coeff = contour_coefficients(prob, E[0], N)
    assert np.max(np.abs(coeff[:5] - E)) < 1e-5
    q0, q1 = psi[0][n_large:], psi[1][n_large:]
    p1 = psi[1][:n_large]
    third = (-E[2]*N - 2*E[1]*np.dot(q0, q1)
             - E[1]*np.dot(p1, p1) - E[0]*np.dot(q1, q1))
    assert abs(third - coeff[3]) < 1e-5

    # Second order from the separately constructed ZORA states.
    overlap = uz.T @ prob.small_weight(2) @ uz[:, nodes]
    local = uz[:, nodes] @ prob.small_weight(3) @ uz[:, nodes]
    others = np.arange(n_large) != nodes
    response = np.sum(overlap[others]**2/(ez_all[others] - ez))
    D = ez**2*(local - response)
    assert abs(overlap[nodes] - N) < 1e-7
    assert abs(D + ez*N**2 - coeff[2]) < 1e-5

    # Expectation value, metric derivative and energy-zero dependence.
    scaled = E[0]/(1 + N)
    expectation = psi[0] @ prob.H @ psi[0] / np.dot(psi[0], psi[0])
    assert abs(expectation - scaled) < 1e-6
    step = 1e-3
    slope = (prob.level(1 + step, nodes)[0]
             - prob.level(1 - step, nodes)[0])/(2*step)
    small_part = np.dot(vec[n_large:], vec[n_large:])/np.dot(vec, vec)
    assert abs(slope + dirac*small_part) < 1e-4
    assert ez < dirac < 0
    gauge = (prob.zora(1.0)[0][nodes] - prob.zora(-1.0)[0][nodes])/2
    assert abs(gauge - (1 + N)) < 1e-6
    zero_level = prob.zora(-dirac)[0][nodes]
    assert abs(zero_level) < 1e-5

    errors = np.cumsum(E) - dirac
    assert np.all(np.abs(errors[1:]) < np.abs(errors[:-1]))
    print(f"{name}: Dirac = {dirac:.6f} hartree")
    print(f"{name}: ZORA E0 = {E[0]:.6f} hartree")
    print(f"{name}: scaled ZORA = {scaled:.6f} hartree")
    print(f"{name}: N = {N:.8f}; dE0/dshift = {gauge:.8f}")
    print(f"{name}: E1 = {E[1]:.6f}, E2 = {E[2]:.6f} hartree")
    print(f"{name}: E3 = {E[3]:.6f}, E4 = {E[4]:.6f} hartree")
    print(f"{name}: D = {D:.6f} hartree")
    print(f"{name}: Dirac - scaled ZORA = {dirac-scaled:.6f} hartree")
    for n, error in enumerate(errors):
        print(f"{name}: error through order {n} = {error:.6f} hartree")
    print(f"{name}: ZORA error = {errors[0]*hartree_ev:.3f} eV")

print("all assertions hold")
```

Printed output:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
model: Z = 80, screening a = 5.0 bohr^-1
basis: 30 large, 36 small radial functions
Coulomb 1s Dirac = -3532.192093 hartree
Coulomb 1s ZORA = -3898.869057 hartree
Coulomb 1s scaled ZORA = -3532.192093 hartree
Coulomb 1s series ratio E1/E0 = -0.103810
1s: Dirac = -3152.820133 hartree
1s: ZORA E0 = -3478.697354 hartree
1s: scaled ZORA = -3152.714543 hartree
1s: N = 0.10339750; dE0/dshift = 1.10339750
1s: E1 = 359.688619, E2 = -37.321073 hartree
1s: E3 = 3.874008, E4 = -0.402156 hartree
1s: D = -0.130168 hartree
1s: Dirac - scaled ZORA = -0.105590 hartree
1s: error through order 0 = -325.877221 hartree
1s: error through order 1 = 33.811398 hartree
1s: error through order 2 = -3.509674 hartree
1s: error through order 3 = 0.364334 hartree
1s: error through order 4 = -0.037821 hartree
1s: ZORA error = -8867.571 eV
2s: Dirac = -567.283412 hartree
2s: ZORA E0 = -580.477317 hartree
2s: scaled ZORA = -567.272429 hartree
2s: N = 0.02327786; dE0/dshift = 1.02327786
2s: E1 = 13.512270, E2 = -0.326140 hartree
2s: E3 = 0.007967, E4 = -0.000196 hartree
2s: D = -0.011603 hartree
2s: Dirac - scaled ZORA = -0.010983 hartree
2s: error through order 0 = -13.193906 hartree
2s: error through order 1 = 0.318365 hartree
2s: error through order 2 = -0.007776 hartree
2s: error through order 3 = 0.000191 hartree
2s: error through order 4 = -0.000005 hartree
2s: ZORA error = -359.024 eV
2p3/2: Dirac = -476.728029 hartree
2p3/2: ZORA E0 = -486.692155 hartree
2p3/2: scaled ZORA = -476.720498 hartree
2p3/2: N = 0.02091720; dE0/dshift = 1.02091720
2p3/2: E1 = 10.180237, E2 = -0.220859 hartree
2p3/2: E3 = 0.004854, E4 = -0.000107 hartree
2p3/2: D = -0.007917 hartree
2p3/2: Dirac - scaled ZORA = -0.007531 hartree
2p3/2: error through order 0 = -9.964127 hartree
2p3/2: error through order 1 = 0.216110 hartree
2p3/2: error through order 2 = -0.004749 hartree
2p3/2: error through order 3 = 0.000105 hartree
2p3/2: error through order 4 = -0.000002 hartree
2p3/2: ZORA error = -271.138 eV
all assertions hold
```
